# Transverse Momentum and the Gaussian Angular Filter of a Thick Barrier: a numerical check

```python
"""
Result under test: for a flat barrier with parabolic dispersion, at fixed total
energy E and conserved transverse wavevector k,
    kappa(k)^2 = kappa0^2 + k^2,   kappa0^2 = 2 m_b (U - E),
and for a thick barrier T(k)/T(0) -> exp(-k^2 d / kappa0).
Symbols (Hartree atomic units): U barrier height, d thickness, m_b barrier mass,
m_e electrode mass, k_e electrode wavenumber, theta angle of incidence in the
electrode (k = k_e sin theta), T transmission probability.
k2 denotes k^2 throughout. Electrodes are identical; psi and psi'/m are continuous.
"""
import numpy as np
import sympy as sp
from scipy.integrate import solve_ivp, quad
from scipy.optimize import brentq
from scipy.constants import physical_constants

m_e, m_b = 1.0, 0.5
E, U, d = 0.06, 0.16, 40.0
bohr_nm = physical_constants["Bohr radius"][0] * 1e9


def transmission_ode(k2, thick, energy=E, me=m_e, mb=m_b):
    """Integrate the barrier wave equation back from the outgoing wave."""
    v = np.sqrt(2 * me * energy - k2) / me
    coupling = 2 * (U + k2 / (2 * mb) - energy)

    def rhs(z, y):
        return [mb * y[1], coupling * y[0]]

    sol = solve_ivp(rhs, (thick, 0.0), [1.0 + 0j, 1j * v],
                    method="DOP853", rtol=1e-11, atol=1e-12)
    assert sol.success
    psi, flux = sol.y[:, -1]
    incident = 0.5 * (psi + flux / (1j * v))
    return 1.0 / abs(incident) ** 2


def transmission(k2, thick):
    """Closed form from matching at the two faces."""
    v2 = (2 * m_e * E - k2) / m_e**2
    kap = np.sqrt(2 * m_b * (U - E) + k2)
    w2 = (kap / m_b) ** 2
    top = 4 * v2 * w2
    return top / (top + (v2 + w2) ** 2 * np.sinh(kap * thick) ** 2)


# The evanescent plane wave solves the three-dimensional barrier equation.
x, y, z, kx, ky = sp.symbols("x y z k_x k_y", real=True)
ms, gap, Us = sp.symbols("m gap U", positive=True)
kap_s = sp.sqrt(2 * ms * gap + kx**2 + ky**2)
wave = sp.exp(sp.I * (kx * x + ky * y) - kap_s * z)
laplacian = sum(sp.diff(wave, q, 2) for q in (x, y, z))
residual = -laplacian / (2 * ms) + Us * wave - (Us - gap) * wave
assert sp.simplify(residual / wave) == 0

kappa0 = np.sqrt(2 * m_b * (U - E))
ke2 = 2 * m_e * E
k_e = np.sqrt(ke2)

# Closed-form transmission against the integrated wave equation.
worst = 0.0
for thick in (5.0, 20.0, 40.0):
    for k2 in (0.0, 0.01, 0.05, 0.11):
        ratio = transmission(k2, thick) / transmission_ode(k2, thick)
        worst = max(worst, abs(ratio - 1))
assert worst < 1e-6


# Decay constant measured from the thickness dependence of the integrated wave.
def measured_kappa2(k2, energy, me, mb):
    t1 = transmission_ode(k2, 40.0, energy, me, mb)
    t2 = transmission_ode(k2, 50.0, energy, me, mb)
    return (np.log(t1 / t2) / 20.0) ** 2


k2_probe = 0.02
kap2_normal = measured_kappa2(0.0, E, m_e, m_b)
kap2_tilted = measured_kappa2(k2_probe, E, m_e, m_b)
assert abs(kap2_normal - kappa0**2) < 1e-6
assert abs(kap2_tilted - kap2_normal - k2_probe) < 1e-6

# At fixed normal energy the change depends on the mass ratio.
fixed_normal = []
for me, mb in ((1.0, 0.5), (1.0, 1.0), (0.5, 1.0)):
    start = measured_kappa2(0.0, E, me, mb)
    end = measured_kappa2(k2_probe, E + k2_probe / (2 * me), me, mb)
    change = end - start
    assert abs(change - k2_probe * (1 - mb / me)) < 1e-6
    fixed_normal.append((me, mb, change))


# Initial slope of -ln T in k^2, by a one-sided second-order difference.
def filter_slope(thick, mb):
    h = 1e-4
    f = [-np.log(transmission_ode(j * h, thick, mb=mb)) for j in range(3)]
    return (-3 * f[0] + 4 * f[1] - f[2]) / (2 * h)


v02, w02 = ke2 / m_e**2, kappa0**2 / m_b**2
c = 1 / ke2 - 1 / kappa0**2 + 2 * (m_b**-2 - m_e**-2) / (v02 + w02)
slope = filter_slope(d, m_b)
assert abs(slope - d / kappa0 - c) < 2e-3

# Slope gained per unit thickness for a light and a heavy barrier mass.
mass_rows = []
for mb in (0.5, 1.0):
    rate = (filter_slope(50.0, mb) - filter_slope(40.0, mb)) / 10.0
    assert abs(rate - 1 / np.sqrt(2 * mb * (U - E))) < 1e-3
    mass_rows.append((mb, rate, transmission_ode(0.0, d, mb=mb)))
assert mass_rows[1][1] < mass_rows[0][1]
assert mass_rows[1][2] < mass_rows[0][2]


# Half-transmission point and moments of the full angular distribution.
def half_k2(thick):
    t0 = transmission(0.0, thick)
    return brentq(lambda q: transmission(q, thick) / t0 - 0.5,
                  0.0, ke2 * 0.999999, xtol=1e-15, rtol=1e-13)


def scaled_integral(thick, power=0, upper=None):
    """Integral of s^power T/T(0) over s = k^2 thick/kappa0."""
    t0 = transmission(0.0, thick)
    s_max = min(ke2 * thick / kappa0, 60.0)
    if upper is not None:
        s_max = min(s_max, upper)
    return quad(lambda s: s**power * transmission(s * kappa0 / thick, thick)
                / t0, 0.0, s_max, epsabs=1e-12, epsrel=1e-11, limit=200)[0]


def angle(k2):
    return np.degrees(np.arcsin(np.sqrt(k2 / ke2)))


def gauss_half_k2(thick):
    return kappa0 * np.log(2) / thick


T0 = transmission(0.0, d)
P0 = 16 * v02 * w02 / (v02 + w02) ** 2
T0_thick = P0 * np.exp(-2 * kappa0 * d)
assert abs(T0_thick / T0 - 1) < 1e-8

# Mode sum by direct angular quadrature with the cos(theta) flux weight.
angular = quad(lambda t: transmission(ke2 * np.sin(t) ** 2, d) / T0
               * np.cos(t) * 2 * np.pi * np.sin(t), 0, np.pi / 2,
               epsabs=1e-12, epsrel=1e-11, limit=200)[0]
modes_full = T0 * ke2 * angular / (2 * np.pi) ** 2
modes_gauss = T0 * kappa0 / (4 * np.pi * d)
assert abs(modes_full / modes_gauss - scaled_integral(d)) < 1e-7
assert abs(modes_full / modes_gauss - 1) < 0.06

rms_gauss = np.sqrt(kappa0 / d)
rms_full = np.sqrt(kappa0 / d * scaled_integral(d, 1) / scaled_integral(d))
inside = scaled_integral(d, 0, np.log(2)) / scaled_integral(d)


# Leading 1/d corrections; extrapolation removes the next order in 1/d.
def half_error(thick):
    return (half_k2(thick) / gauss_half_k2(thick) - 1) * thick / kappa0


def sum_error(thick):
    return (scaled_integral(thick) - 1) * thick / kappa0


half_coeff = -c + np.log(2) / (4 * kappa0**2)
sum_coeff = -c + 1 / (2 * kappa0**2)
half_measured = 2 * half_error(640.0) - half_error(320.0)
sum_measured = 2 * sum_error(640.0) - sum_error(320.0)
assert abs(half_measured - half_coeff) < 0.02
assert abs(sum_measured - sum_coeff) < 0.02
inside_thick = scaled_integral(640.0, 0, np.log(2)) / scaled_integral(640.0)
assert abs(inside_thick - 0.5) < 0.01
assert abs(scaled_integral(640.0, 1) / scaled_integral(640.0) - 1) < 0.02


# Far tail: full transmission divided by its Gaussian estimate at 60 degrees.
def tail_ratio(thick):
    k2 = ke2 * np.sin(np.pi / 3) ** 2
    return (transmission(k2, thick) / transmission(0.0, thick)
            * np.exp(k2 * thick / kappa0))


assert tail_ratio(160.0) > 10 * tail_ratio(40.0) > 10

print(f"electrode mass = {m_e:.1f}, barrier mass = {m_b:.1f} (electron masses)")
print(f"energy E = {E:.2f} hartree, barrier height U = {U:.2f} hartree")
print(f"thickness d = {d:.0f} bohr = {d * bohr_nm:.3f} nm")
print(f"kappa0 = {kappa0:.5f} 1/bohr, k_e = {k_e:.5f} 1/bohr")
print(f"kappa0*d = {kappa0 * d:.3f}, k_e^2*d/kappa0 = {ke2 * d / kappa0:.3f}")
print(f"largest relative gap, closed-form T against ODE = {worst:.1e}")
print(f"probe k^2 = {k2_probe:.2f} 1/bohr^2")
print(f"measured kappa^2: k=0 {kap2_normal:.5f}, probe {kap2_tilted:.5f} 1/bohr^2")
print("change of kappa^2 at fixed NORMAL energy, same probe (1/bohr^2):")
for me, mb, change in fixed_normal:
    print(f"  m_e={me:.1f} m_b={mb:.1f}: {change + 0.0:+.5f}")
print(f"prefactor P0 = {P0:.4f}, T(0) = {T0:.4e}")
print(f"Gaussian coefficient d/kappa0 = {d / kappa0:.3f} bohr^2")
print(f"interface coefficient c = {c:.3f} bohr^2")
print(f"measured initial slope of -ln T = {slope:.3f} bohr^2")
print("barrier-mass trend: slope per thickness (bohr), T(0) at d above")
for mb, rate, t0 in mass_rows:
    print(f"  m_b={mb:.1f}: {rate:.4f}, {t0:.3e}")
print(f"half-transmission k^2: Gaussian {gauss_half_k2(d):.6f}, "
      f"full {half_k2(d):.6f} 1/bohr^2")
print(f"half angle: Gaussian {angle(gauss_half_k2(d)):.2f}, "
      f"full {angle(half_k2(d)):.2f} degrees")
print(f"rms k: Gaussian {rms_gauss:.5f}, full {rms_full:.5f} 1/bohr")
print(f"rms k, Gaussian = {rms_gauss / bohr_nm:.3f} 1/nm")
print(f"mode sum: Gaussian {modes_gauss:.4e}, full {modes_full:.4e} 1/bohr^2")
print(f"current fraction inside Gaussian half angle = {inside:.4f}")
print(f"same fraction at d = 640 bohr = {inside_thick:.4f}")
print(f"half-point correction coefficient: formula {half_coeff:.3f}, "
      f"measured {half_measured:.3f} bohr^2")
print(f"mode-sum correction coefficient: formula {sum_coeff:.3f}, "
      f"measured {sum_measured:.3f} bohr^2")
print("d (bohr) | half angle Gaussian, full (deg) | mode sum full/Gaussian")
for thick in (20.0, 40.0, 80.0, 160.0):
    print(f"  {thick:.0f} | {angle(gauss_half_k2(thick)):.2f}, "
          f"{angle(half_k2(thick)):.2f} | {scaled_integral(thick):.4f}")
print("T(60 deg) full/Gaussian: "
      f"d=40 bohr {tail_ratio(40.0):.3f}, d=160 bohr {tail_ratio(160.0):.1f}")
print("ALL CHECKS PASSED")
```

Printed output:

```
electrode mass = 1.0, barrier mass = 0.5 (electron masses)
energy E = 0.06 hartree, barrier height U = 0.16 hartree
thickness d = 40 bohr = 2.117 nm
kappa0 = 0.31623 1/bohr, k_e = 0.34641 1/bohr
kappa0*d = 12.649, k_e^2*d/kappa0 = 15.179
largest relative gap, closed-form T against ODE = 3.1e-11
probe k^2 = 0.02 1/bohr^2
measured kappa^2: k=0 0.10000, probe 0.12000 1/bohr^2
change of kappa^2 at fixed NORMAL energy, same probe (1/bohr^2):
  m_e=1.0 m_b=0.5: +0.01000
  m_e=1.0 m_b=1.0: +0.00000
  m_e=0.5 m_b=1.0: -0.02000
prefactor P0 = 2.8402, T(0) = 2.9274e-11
Gaussian coefficient d/kappa0 = 126.491 bohr^2
interface coefficient c = 9.872 bohr^2
measured initial slope of -ln T = 136.363 bohr^2
barrier-mass trend: slope per thickness (bohr), T(0) at d above
  m_b=0.5: 3.1623, 2.927e-11
  m_b=1.0: 2.2361, 1.087e-15
half-transmission k^2: Gaussian 0.005480, full 0.005133 1/bohr^2
half angle: Gaussian 12.34, full 11.94 degrees
rms k: Gaussian 0.08891, full 0.08784 1/bohr
rms k, Gaussian = 1.680 1/nm
mode sum: Gaussian 1.8416e-14, full 1.7542e-14 1/bohr^2
current fraction inside Gaussian half angle = 0.5136
same fraction at d = 640 bohr = 0.5006
half-point correction coefficient: formula -8.139, measured -8.139 bohr^2
mode-sum correction coefficient: formula -4.872, measured -4.872 bohr^2
d (bohr) | half angle Gaussian, full (deg) | mode sum full/Gaussian
  20 | 17.59, 16.43 | 0.8901
  40 | 12.34, 11.94 | 0.9525
  80 | 8.69, 8.55 | 0.9784
  160 | 6.13, 6.08 | 0.9898
T(60 deg) full/Gaussian: d=40 bohr 1.259, d=160 bohr 288.3
ALL CHECKS PASSED
```
